# The acoustic sum rule for Born charges and spurious polarization

## 1. Definitions and conventions

Hartree atomic units are used, and the electron charge is $-1$. A crystal has cell volume $\Omega$ and ions $\kappa$ of charge $Z_\kappa$ in each cell. Displacing sublattice $\kappa$ means moving the ion $\kappa$ of every cell by the same vector $\mathbf u_\kappa$. The Born effective charge is the tensor

$$Z^*_{\kappa,\alpha\beta}=\Omega\,\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\bigg|_{\mathbf E=0}, \tag{1}$$

where $\mathbf P$ is the polarization, $\mathbf E$ the macroscopic field, and the electrons stay in their ground state as the ions move. The first index belongs to the polarization, the second to the displacement. For a finite system, $\Omega\mathbf P$ is replaced by the dipole $\boldsymbol\mu$. The sum over ions is

$$S_{\alpha\beta}=\sum_\kappa Z^*_{\kappa,\alpha\beta}. \tag{2}$$

The acoustic sum rule states that $S_{\alpha\beta}=0$ in a neutral insulating crystal. For a finite system of net charge $Q$ the corresponding statement is $S_{\alpha\beta}=Q\,\delta_{\alpha\beta}$.

## 2. Derivation from translational invariance

**Finite system.** Let $N_e$ interacting electrons move among nuclei at positions $R=\{\mathbf R_\kappa\}$, with no external field. The Hamiltonian depends on positions through differences only. The operator $\mathcal T_{\mathbf t}=\exp(-i\mathbf t\cdot\sum_i\mathbf p_i)$ shifts all electrons by $\mathbf t$, so

$$H(R+\mathbf t)=\mathcal T_{\mathbf t}\,H(R)\,\mathcal T_{\mathbf t}^\dagger . \tag{3}$$

If the ground state $\Psi_R$ is nondegenerate, that of the shifted nuclei is $\mathcal T_{\mathbf t}\Psi_R$ up to a phase. Since $\mathcal T_{\mathbf t}^\dagger\mathbf r_i\mathcal T_{\mathbf t}=\mathbf r_i+\mathbf t$, the dipole $\boldsymbol\mu=\sum_\kappa Z_\kappa\mathbf R_\kappa-\langle\sum_i\mathbf r_i\rangle$ changes by

$$\boldsymbol\mu(R+\mathbf t)-\boldsymbol\mu(R)=\Big(\sum_\kappa Z_\kappa-N_e\Big)\mathbf t=Q\,\mathbf t . \tag{4}$$

Differentiate with respect to $t_\beta$ at $\mathbf t=0$. Every nucleus moves with $\mathbf t$, so the chain rule turns the left side into a sum over nuclei:

$$\sum_\kappa\frac{\partial\mu_\alpha}{\partial R_{\kappa\beta}}=Q\,\delta_{\alpha\beta}. \tag{5}$$

**Crystal.** The dipole of one cell depends on how the cell is cut, so (4) cannot be copied directly. Consider a mean-field description with doubly occupied bands, separated by a gap from the empty ones, that admit localized Wannier functions. With Wannier centres $\bar{\mathbf r}_n$,

$$\Omega\mathbf P=\sum_\kappa Z_\kappa\mathbf R_\kappa-2\sum_n\bar{\mathbf r}_n , \tag{6}$$

up to a discrete set of values, because each position may be replaced by an equivalent one in another cell. This ambiguity does not affect a derivative along a continuous path.

When all ions move by $\mathbf t$, the shifted orbitals produce the shifted density and hence the shifted mean-field potential. They therefore solve the new problem self-consistently, and each Wannier centre moves by $\mathbf t$. A uniform shift also leaves the condition $\mathbf E=0$ intact. Thus

$$\Omega\,\Delta\mathbf P=\Big(\sum_\kappa Z_\kappa-N_e\Big)\mathbf t=0, \tag{7}$$

where $N_e$ is now the number of electrons per cell and the last equality is neutrality. Differentiation gives

$$\sum_\kappa Z^*_{\kappa,\alpha\beta}=0\qquad\text{for every }\alpha,\beta . \tag{8}$$

No crystal symmetry was used. The single charges may be large, anisotropic, or opposite in sign to the bare ion charge.

## 3. What a violated sum predicts

To first order, the polarization caused by small displacements is $\Delta P_\alpha=\Omega^{-1}\sum_{\kappa\beta}Z^*_{\kappa,\alpha\beta}u_{\kappa\beta}$. Suppose that approximate charges with $S\neq0$ are inserted. Split the displacements into a common part and a remainder, $\mathbf u_\kappa=\mathbf t+\mathbf w_\kappa$:

$$\Delta P_\alpha=\frac1\Omega\sum_{\kappa\beta}Z^*_{\kappa,\alpha\beta}w_{\kappa\beta}+\frac1\Omega\sum_\beta S_{\alpha\beta}t_\beta . \tag{9}$$

The second term is spurious. It assigns a polarization $S\mathbf t/\Omega$ to a crystal that has merely been moved. It also contaminates internal distortions, since the split depends on the chosen frame. With two ions A and B, a relative displacement $r$ along one axis can be described by moving A by $+r$ or B by $-r$. The predicted cell dipoles are $Z^*_Ar$ and $-Z^*_Br$, and they differ by $(Z^*_A+Z^*_B)r=Sr$.

The lattice polarizability suffers as well. Let $F(u,\mathbf E)$ be the energy per cell whose derivatives give $\Omega P_\alpha=-\partial F/\partial E_\alpha$ and the force $f_{\kappa\beta}=-\partial F/\partial u_{\kappa\beta}$. Equality of mixed derivatives gives $\partial f_{\kappa\beta}/\partial E_\alpha=Z^*_{\kappa,\alpha\beta}$. A weak field then exerts the total force $\sum_\alpha S_{\alpha\beta}E_\alpha$ on the cell. The restoring forces of a translation-invariant lattice sum to zero, so they cannot balance it. With $S\ne0$ there is in general no static equilibrium. A sum over the optical modes alone still returns a finite polarizability, but its value then depends on the ion masses, which a static response cannot do.

One repair, for $n$ ions per cell, is to share the error equally:

$$Z^{*,c}_{\kappa,\alpha\beta}=Z^*_{\kappa,\alpha\beta}-S_{\alpha\beta}/n . \tag{10}$$

The corrected charges sum to zero, so the frame dependence disappears. Nothing in (10) ensures that each charge moves closer to its converged value.

## 4. How a k mesh breaks the sum rule

The source of a violation can be followed explicitly in one dimension. Take period $a$, ion potentials $w_\kappa$, one doubly filled band, and independent electrons in the local potential $V(x)=\sum_\kappa w_\kappa(x-x_\kappa)$, where the sum includes periodic images. The cell-periodic states obey

$$H_k|m\rangle=E_m|m\rangle,\qquad H_k=\tfrac12(p+k)^2+V,\qquad v\equiv\frac{\partial H_k}{\partial k}=p+k , \tag{11}$$

and $|0\rangle=|u_k\rangle$ is the filled state. An overline denotes the mean over the zone, $\overline{f}=(a/2\pi)\int_0^{2\pi/a}f\,dk$. The Wannier centre is $\bar x=\overline{i\langle u_k|\partial_ku_k\rangle}$.

**Derivative of the centre.** Write $\partial_\kappa$ for $\partial/\partial x_\kappa$. The product rule gives

$$\partial_\kappa\big(i\langle u|\partial_ku\rangle\big)=i\langle\partial_\kappa u|\partial_ku\rangle-i\langle\partial_ku|\partial_\kappa u\rangle+\partial_k\big(i\langle u|\partial_\kappa u\rangle\big). \tag{12}$$

The last term integrates to zero. With the phase convention $u_{k+2\pi/a}=e^{-2\pi ix/a}u_k$, the quantity $\langle u|\partial_\kappa u\rangle$ is periodic in $k$. The first two terms have the form $i(z-z^*)=-2\,\mathrm{Im}\,z$.

First-order perturbation theory gives, for $m\neq0$,

$$\langle m|\partial_ku\rangle=\frac{\langle m|v|0\rangle}{E_0-E_m},\qquad \langle m|\partial_\kappa u\rangle=\frac{\langle m|\partial_\kappa V|0\rangle}{E_0-E_m}. \tag{13}$$

The components along $|0\rangle$ are imaginary by normalization. Their contribution to $z$ is real and drops out. Therefore

$$\partial_\kappa\bar x=\overline{-2\,\mathrm{Im}\sum_{m\ne0}\frac{\langle0|\partial_\kappa V|m\rangle\langle m|v|0\rangle}{(E_0-E_m)^2}},\qquad Z^*_\kappa=Z_\kappa-2\,\partial_\kappa\bar x . \tag{14}$$

**Sum over ions.** Moving all ions together shifts the potential, so $\sum_\kappa\partial_\kappa V=-V'$. Since $[v,H_k]=[p,V]=-iV'$, this equals $-i[v,H_k]$, and

$$\langle0|{-V'}|m\rangle=-i(E_m-E_0)\langle0|v|m\rangle=i(E_0-E_m)\langle0|v|m\rangle . \tag{15}$$

One energy denominator in (14) cancels, and the remaining factor $i$ makes the sum purely imaginary:

$$\sum_\kappa\partial_\kappa\bar x=\overline{-2\sum_{m\ne0}\frac{|\langle m|v|0\rangle|^2}{E_0-E_m}} . \tag{16}$$

The same sum appears in the band curvature. From $H_{k+q}=H_k+qv+q^2/2$, second-order perturbation theory gives the coefficient of $q^2$ in $E_0(k+q)$ as $\tfrac12+\sum_{m\neq0}|\langle m|v|0\rangle|^2/(E_0-E_m)$. Twice this coefficient is the second derivative:

$$E_0''(k)=1+2\sum_{m\ne0}\frac{|\langle m|v|0\rangle|^2}{E_0-E_m}. \tag{17}$$

Hence $\sum_\kappa\partial_\kappa\bar x=\overline{1-E_0''}$. Neutrality requires $\sum_\kappa Z_\kappa=2$, and the charge sum becomes

$$S=2-2\,\overline{(1-E_0'')}=2\,\overline{E_0''} . \tag{18}$$

Equations (15) to (17) hold at each $k$ separately, so (18) remains valid when the overline is a mean over a finite mesh.

**Full zone.** The integral of $E_0''$ is the difference of $E_0'$ at two equivalent points, so it vanishes and $S=0$. The filled band is essential here. If the band were occupied only for $|k|<k_F$, neutrality would require $\sum_\kappa Z_\kappa=2ak_F/\pi$, and the same interband expression would give $S=(2a/\pi)E_0'(k_F)$, in general nonzero. For free electrons, $E_0'(k_F)=k_F$ and $S=\sum_\kappa Z_\kappa$: the interband formula leaves the electrons behind when the ions move.

**Finite mesh.** Expand the band as $E_0(k)=\sum_j\varepsilon_je^{ijka}$. Time-reversal symmetry makes $E_0$ even, so $\varepsilon_{-j}=\varepsilon_j$. On the mesh $k_s=2\pi s/(Na)$, $s=0,\dots,N-1$, the mean of $e^{ijka}$ is one if $j$ is a multiple of $N$ and zero otherwise. Two derivatives supply the factor $-(ja)^2$, and equal terms at $j=\pm lN$ combine:

$$S_N=-4\sum_{l=1}^{\infty}(lNa)^2\,\varepsilon_{lN}. \tag{19}$$

A nearest-neighbour band $\varepsilon_0+2\varepsilon_1\cos ka$ illustrates the result. For $N=1$ the violation is $-4a^2\varepsilon_1$, and for any $N\geq2$ it is zero. More generally, if $E_0(k)$ is analytic in a strip around the real axis, shifting the integration path for $\varepsilon_j$ into the strip shows that $\varepsilon_j$ decays at least exponentially with $|j|$. The factor $N^2$ does not overcome this decay.

## 5. A Berry phase that translates correctly on any mesh

The violation (19) belongs to formula (14) evaluated on a mesh. It does not imply that a directly computed polarization changes under translation. On the same mesh the centre may be obtained from

$$\bar x=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_{s=0}^{N-1}\langle u_{k_s}|u_{k_{s+1}}\rangle,\qquad u_{k_N}=e^{-2\pi ix/a}u_{k_0}, \tag{20}$$

provided that no overlap vanishes. After a translation by $t$ the states are $u_k(x-t)$. Overlaps between interior mesh points are unchanged, as a change of integration variable shows. In the closing overlap the same change of variable turns $e^{-2\pi ix/a}$ into $e^{-2\pi i(x+t)/a}$, which leaves an extra factor $e^{-2\pi it/a}$. Equation (20) then gives

$$\bar x\to\bar x-\frac{a}{2\pi}\Big(-\frac{2\pi t}{a}\Big)=\bar x+t \pmod a . \tag{21}$$

The ionic dipole grows by $2t$ and the electronic part by $-2t$. Charges obtained by differentiating (20) thus sum to zero even on a coarse mesh, although each can still carry a mesh error. A satisfied sum rule is necessary for correct charges, but it is no proof of convergence.

## 6. A fixed real-space grid

A different fault can arise when the potential is known only through its samples at fixed points with spacing $h$. Between samples it is replaced by a trigonometric interpolation. If the potential contains Fourier components too short in wavelength for the grid to resolve, moving the ions by a fraction of $h$ generally changes the shape of the interpolated potential as well as its position. The computed dipole itself can then depend on the rigid translation $t$.

Let $\mu(t)$ be this cell dipole. By the chain rule its initial slope is $S$, the sum of the charges found by moving the ions one at a time:

$$\mu(t)-\mu(0)=S\,t+O(t^2). \tag{22}$$

At $t=h$ the samples are the old ones moved by one grid point. The interpolated potential is then truly translated, and (21) applies:

$$\mu(h)-\mu(0)=0 \pmod{2a}. \tag{23}$$

The modulus is $2a$ because two electrons share each centre. If the dipole stays on one continuous branch with no net jump, the local sum $d\mu/dt$ averages to zero over a grid step. The false polarization then oscillates and does not accumulate, so (22) is useful only for $t\ll h$.

## 7. Worked example

Take $a=6.0$ bohr and two Gaussian wells $w_\kappa=-D_\kappa\exp[-(x-x_\kappa)^2/(2\sigma^2)]$ of depth $D_\kappa$, with $\sigma=0.7$ bohr. Well A has depth 0.9 hartree and lies at $x=0$; well B has depth 0.5 hartree and lies at 2.4 bohr. Each ion has charge $+1$, and two independent electrons fill the lowest band. These are model parameters, not those of a material. The gap is 0.266 hartree.

**Converged charges.** Equation (14) with 60 mesh points gives $Z^*_A=-1.7399$ and $Z^*_B=+1.7399$. Berry-phase charges from finite displacements, extrapolated in the mesh, agree. The negative sign at A follows from the motion of the electrons. By (14), $\partial_A\bar x=(1+1.7399)/2=1.370$ and $\partial_B\bar x=(1-1.7399)/2=-0.370$. The centre overshoots the displacement of A and moves against that of B, while the two responses add to one, as translation requires.

**Violation on coarse meshes.** The perturbative charges give

| $N$ | $Z^*_A$ | $Z^*_B$ | $S_N$ |
|---|---|---|---|
| 4 | $-1.7804$ | $1.7518$ | $-2.86\times10^{-2}$ |
| 6 | $-1.7421$ | $1.7405$ | $-1.60\times10^{-3}$ |
| 8 | $-1.7400$ | $1.7399$ | $-8.5\times10^{-5}$ |

The sums agree with twice the mean band curvature and with (19) within the test tolerance of $10^{-6}$. From $N=4$ to $N=8$ the violation falls by a factor of about 340. For $N\ge12$ it lies below that tolerance, so there the comparison shows only that both sides are small.

**Spurious polarization.** Translate the crystal by $t=0.1$ bohr and use the $N=4$ charges. The predicted cell dipole is

$$S_4t=(-0.0286)(0.1)=-2.86\times10^{-3}\ e\,\text{bohr}=-2.42\times10^{-32}\ \text{C m}.$$

In one dimension $\Omega$ becomes $a$, and the false polarization is $-2.86\times10^{-3}/6.0=-4.77\times10^{-4}\,e$. The dipole computed from (20) on the same four points changes by less than $10^{-9}\,e$ bohr. In this case the spurious polarization resides in the linear formula with its faulty charges.

The four-point Berry charges are $\mp1.73975$. Their sum vanishes within $10^{-7}$, while each differs from the converged value by about $1.2\times10^{-4}$. This is the residual error that the sum rule cannot detect.

**One distortion, two frames.** Let the separation change by moving A by $+0.1$ bohr or B by $-0.1$ bohr. The $N=4$ charges predict $-0.1780$ and $-0.1752\,e$ bohr; the difference is $S_4t$. Equal sharing (10) gives $-0.1766$ in both frames, compared with $-0.1740$ from the converged charges. The correction reduces the error of $Z^*_A$ from 0.041 to 0.026 but raises that of $Z^*_B$ from 0.012 to 0.026. It restores consistency without restoring accuracy.

A direct Berry-phase calculation with 60 points gives $-0.1680\,e$ bohr in both frames. The gap of about 3 % from the converged linear value is due to the finite displacement, since linear charges describe only the first-order change.

**Coarse potential grid.** Seven samples per cell give $h=0.857$ bohr, charges $-1.7049$ and $1.7309$, and $S=0.0260$. The dipole change under rigid translation is

| $t/h$ | computed ($e$ bohr) | $St$ ($e$ bohr) |
|---|---|---|
| 0.05 | $1.04\times10^{-3}$ | $1.11\times10^{-3}$ |
| 0.25 | $2.50\times10^{-3}$ | $5.56\times10^{-3}$ |
| 0.50 | $-2.10\times10^{-3}$ | $1.11\times10^{-2}$ |
| 1.00 | $0$ | $2.23\times10^{-2}$ |

At the smallest shift the linear estimate is about 7 % above the computed change. At half a step it has the wrong sign, and after a full step the computed change is zero. The listed changes are tiny compared with the modulus $2a=12\,e$ bohr in (23), and they show no sign of a branch jump.

**A charged ion.** The tensor rule (5) is illustrated by a tilted OH$^-$ ion with bond length 1.822 bohr, at the restricted Hartree–Fock level in the 6-31G basis. Electron correlation is left out and the basis is small, so the individual charges are not accurate predictions. The basis functions follow the nuclei, and translational invariance is therefore kept. The $xx$ elements are $-1.1339$ for O and $0.1339$ for H, with sum $-1.0000$. The $xy$ elements are $0.1853$ and $-0.1853$, with sum zero. All nine elements of the sum agree with $-\delta_{\alpha\beta}$ to about $2\times10^{-12}$.

This last figure does not measure the accuracy of the individual derivatives. In a two-atom system, moving O by $+\delta$ is the same as moving H by $-\delta$ and then translating the whole ion by $+\delta$. The finite-difference errors of the two tensors therefore cancel in a central-difference sum. The same cancellation occurs for the Berry-phase charges of the two-ion crystal when translational invariance is intact. The complete set of values is in the numerical output.

## Computed values

```
period 6.0 bohr, well width 0.7 bohr
well depths A, B: 0.9, 0.5 hartree
ion positions A, B: 0.0, 2.4 bohr
band gap: 0.2663 hartree
Perturbative charges (e) on N k points; curvature in 1/m_e
  N      Z_A        Z_B        sum S      2*mean curvature
  4  -1.780421   1.751824   -2.860e-02   -2.860e-02
  6  -1.742137   1.740542   -1.595e-03   -1.595e-03
  8  -1.739994   1.739909   -8.484e-05   -8.484e-05
 12  -1.739874   1.739873   -2.227e-07   -2.133e-07
 16  -1.739873   1.739873   -5.538e-10    3.824e-09
converged (N=60) Z_A, Z_B: -1.739873, 1.739873 e
Berry phase, extrapolated Z_A, Z_B: -1.739873, 1.739873 e
Berry phase, N=4: Z_A, Z_B: -1.739749, 1.739749 e
Berry phase, N=4: |sum| below 1e-7 e: True
rigid translation t: 0.1 bohr, N=4 perturbative charges
false cell dipole S*t: -2.8597e-03 e bohr = -2.425e-32 C m
false 1D polarization S*t/a: -4.7661e-04 e
direct Berry change below 1e-9 e bohr: True
relative displacement 0.1 bohr, cell dipole in e bohr:
  N=4 charges, A moves +t: -0.178042
  N=4 charges, B moves -t: -0.175182
  N=4 charges after equal-share correction: -0.176612
  converged linear charge: -0.173987
  direct Berry phase N=60, A moves +t: -0.168035
  direct Berry phase N=60, B moves -t: -0.168035
corrected N=4 charges Z_A, Z_B: -1.766123, 1.766123 e
coarse grid: 7 points, step 0.8571 bohr
coarse-grid Z_A, Z_B, sum: -1.704913, 1.730881, 2.5968e-02 e
shift/step, computed dipole change, linear S*t (e bohr)
  0.05   1.0436e-03   1.1129e-03
  0.25   2.5013e-03   5.5646e-03
  0.50  -2.1015e-03   1.1129e-02
  0.75  -4.5979e-03   1.6694e-02
  1.00   0.0000e+00   2.2258e-02
OH- RHF/6-31G, H at (0.6, 1.0, 1.4), bond 1.8221 bohr
tensor elements xx, yy, zz, xy, xz, yz (e)
  O    -1.1339  -0.9363  -0.6399   0.1853   0.2594   0.4323
  H     0.1339  -0.0637  -0.3601  -0.1853  -0.2594  -0.4323
  sum  -1.0000  -1.0000  -1.0000   0.0000   0.0000   0.0000
largest deviation of sum from -1 times unit tensor: 2.0e-12 e
```
